# Spherical aberration gives different grating pitches different best focuses: verification in Python

```python
# Result under test: spherical aberration gives each grating pitch its own
# best focus, z_b = [W(rho) - W(0)] / D(rho), for on-axis three-beam imaging.
# rho: pupil radius of the first order, wavelength / (pitch * NA)
# W: wavefront error as added optical path (nm); D: path per unit defocus
# Z9 wavefront: c * (6 rho^4 - 6 rho^2 + 1); z > 0 points away from the lens
# NILS: line width times |d ln I / dx| at the nominal line edge
# Images are built from numerically integrated mask orders, in air, scalar.
import numpy as np
from scipy.optimize import minimize_scalar

WAVELENGTH = 193.0
NA = 0.75
C9 = 0.020 * WAVELENGTH
PITCHES = [280.0, 320.0, 400.0, 520.0, 700.0]
ORDERS = np.arange(-5, 6)

# Mask orders by midpoint quadrature over one unit period.
samples = 4096
s = (np.arange(samples) + 0.5) / samples - 0.5
kernel = np.exp(-2j * np.pi * np.outer(ORDERS, s))
binary = kernel @ (np.abs(s) < 0.25).astype(float) / samples
alternating = kernel @ np.where(np.abs(s) < 0.25, 1.0, -1.0) / samples


def z9(c):
    return lambda r: c * (6 * r**4 - 6 * r**2 + 1)


def image(x, pitch, z, wavefront, coef=binary, tilts=(0.0,)):
    """Intensity and its x derivative, averaged over source points."""
    x = np.atleast_1d(x)
    total, slope = np.zeros(x.size), np.zeros(x.size)
    for tilt in tilts:
        u = tilt + ORDERS * WAVELENGTH / (pitch * NA)
        keep = np.abs(u) <= 1
        u, m = u[keep], ORDERS[keep]
        path = wavefront(np.abs(u)) + z * np.sqrt(1 - (NA * u)**2)
        amp = coef[keep] * np.exp(2j * np.pi * path / WAVELENGTH)
        waves = np.exp(2j * np.pi * np.outer(x, m) / pitch)
        field = waves @ amp
        dfield = waves @ (2j * np.pi * m / pitch * amp)
        total += np.abs(field)**2 / len(tilts)
        slope += 2 * np.real(np.conj(field) * dfield) / len(tilts)
    return total, slope


def nils(pitch, z, wavefront, tilts=(0.0,)):
    i, di = image(pitch / 4, pitch, z, wavefront, tilts=tilts)
    return pitch / 2 * abs(di[0]) / i[0]


def best_focus(pitch, wavefront, tilts=(0.0,)):
    found = minimize_scalar(
        lambda z: -nils(pitch, z, wavefront, tilts),
        bounds=(-140, 140), method="bounded", options={"xatol": 1e-6})
    return found.x


def radius(pitch):
    return WAVELENGTH / (pitch * NA)


def defocus_path(r):
    return 1 - np.sqrt(1 - (NA * r)**2)


def z9_focus(r, c):
    return -6 * c * (1 - r**2) * (1 + np.sqrt(1 - (NA * r)**2)) / NA**2


print(f"Wavelength {WAVELENGTH:.0f} nm, NA {NA:.2f}, Z9 {C9:.2f} nm"
      f" = {C9 / WAVELENGTH:.3f} wavelengths")
print(f"Smallest on-axis pitch {WAVELENGTH / NA:.1f} nm;"
      f" third order enters at {3 * WAVELENGTH / NA:.1f} nm")

# Best focus from the images against the closed formula.
print("Pitch nm | rho | D | best focus nm: image, formula, low-NA")
focus = {}
for p in PITCHES:
    r = radius(p)
    focus[p] = best_focus(p, z9(C9))
    formula = z9_focus(r, C9)
    low_na = -12 * C9 * (1 - r**2) / NA**2
    assert abs(focus[p] - formula) < 0.01
    print(f"{p:.0f} | {r:.4f} | {defocus_path(r):.4f} | "
          f"{focus[p]:.2f}, {formula:.2f}, {low_na:.2f}")
spread = max(focus.values()) - min(focus.values())
print(f"Best-focus spread over these pitches: {spread:.2f} nm")

# The NILS law away from best focus, and a second focus criterion.
for p in PITCHES:
    for z in (-60.0, 35.0):
        r = radius(p)
        change = z9(C9)(r) - z9(C9)(0.0) - z * defocus_path(r)
        law = 8 * abs(np.cos(2 * np.pi * change / WAVELENGTH))
        assert abs(nils(p, z, z9(C9)) - law) < 1e-4
x_grid = np.linspace(-200, 200, 2001)


def negative_contrast(z):
    i = image(x_grid, 400.0, z, z9(C9))[0]
    return -(i.max() - i.min()) / (i.max() + i.min())


by_contrast = minimize_scalar(negative_contrast, bounds=(-140, 140),
                              method="bounded").x
assert abs(by_contrast - focus[400.0]) < 0.5
print(f"400 nm pitch, best focus by contrast: {by_contrast:.1f} nm")

# Controls: a true focus offset, and the quadratic Z4 term.
true_offset = -20.0
offset = [best_focus(p, lambda r: true_offset * defocus_path(r))
          for p in PITCHES]
assert max(abs(z - true_offset) for z in offset) < 0.01
print(f"True offset {true_offset:.0f} nm: best focus from"
      f" {min(offset):.2f} to {max(offset):.2f} nm")
z4 = [best_focus(p, lambda r: C9 * (2 * r**2 - 1)) for p in PITCHES]
assert max(z4) - min(z4) < 0.15 * max(z4)
print(f"Z4 of {C9:.2f} nm: best focus from"
      f" {min(z4):.2f} to {max(z4):.2f} nm")

# Cause: a narrow ring error moves only the pitch whose orders cross it.
ring_height, ring_width = 3.0, 0.03
ring_radius = radius(400.0)
print(f"Ring error: height {ring_height:.1f} nm, radius {ring_radius:.4f},"
      f" width parameter {ring_width:.2f}")
for p in PITCHES:
    moved = best_focus(p, lambda r: ring_height * np.exp(
        -((r - ring_radius) / ring_width)**2))
    expected = ring_height / defocus_path(ring_radius) if p == 400 else 0.0
    assert abs(moved - expected) < 0.01
    print(f"  pitch {p:.0f} nm: best focus {abs(moved):.2f} nm from zero")

# Orders at equal radii: neither focus nor Z9 changes the image.
reference = image(x_grid, 400.0, 0.0, z9(0.0), alternating)[0]
shifted = image(x_grid, 400.0, 200.0, z9(C9), alternating)[0]
change = np.max(np.abs(shifted - reference)) / reference.max()
assert change < 1e-10
print(f"Alternating mask, 200 nm defocus plus Z9: relative image change"
      f" below 1e-10 is {change < 1e-10}")

# Symmetric dipole: the two interfering radii jointly set best focus.
pole = 0.5
print(f"Dipole at radius {pole:.1f}: pitch nm | r1 | focus nm:"
      " image, formula, low-NA")
for p in PITCHES[:3]:
    r1 = abs(radius(p) - pole)
    found = best_focus(p, z9(C9), (pole, -pole))
    chord = ((z9(C9)(pole) - z9(C9)(r1))
             / (defocus_path(pole) - defocus_path(r1)))
    low_na = 12 * C9 * (pole**2 + r1**2 - 1) / NA**2
    assert abs(found - chord) < 0.02
    assert abs(found - low_na) < 0.1 * abs(found)
    print(f"  {p:.0f} | {r1:.4f} | {found:.2f}, {chord:.2f}, {low_na:.2f}")

# A pitch that also passes the third order.
p = 1000.0
r = np.array([1, 3]) * radius(p)
single = z9_focus(r, C9)
weight = defocus_path(r)**2
weighted = np.sum(weight * single) / np.sum(weight)
found = best_focus(p, z9(C9))
assert abs(found - weighted) < 0.5
assert found > focus[700.0]
print(f"1000 nm pitch: order radii {r[0]:.4f}, {r[1]:.4f};"
      f" separate focuses {single[0]:.2f}, {single[1]:.2f} nm")
print(f"  weight of third order {weight[1] / weight.sum():.4f};"
      f" focus: image {found:.2f}, formula {weighted:.2f} nm")

# Cost of setting focus on the sparse pitch and using it for the dense one.
own = nils(280.0, focus[280.0], z9(C9))
borrowed = nils(280.0, focus[700.0], z9(C9))
assert borrowed < own
print(f"280 nm pitch NILS: own focus {own:.3f},"
      f" focus of 700 nm pitch {borrowed:.3f}")
print(f"  focus error {focus[700.0] - focus[280.0]:.2f} nm,"
      f" NILS loss {100 * (1 - borrowed / own):.1f} %")

# Common focus window for at least 90 % of peak NILS at all five pitches.
radii = np.array([radius(p) for p in PITCHES])
half = WAVELENGTH * np.arccos(0.9) / (2 * np.pi * defocus_path(radii))
print("Window half-widths, nm: " + ", ".join(f"{h:.1f}" for h in half))
step = 0.5
z_grid = np.arange(-300, 100, step)
for fraction in (0.0, 0.020, 0.050):
    c = fraction * WAVELENGTH
    centre = z9_focus(radii, c)
    low, high = np.max(centre - half), np.min(centre + half)
    good = sum(all(nils(p, z, z9(c)) >= 7.2 for p in PITCHES)
               for z in z_grid)
    assert abs(good * step - (high - low)) < 2 * step
    print(f"Z9 {fraction:.3f} wavelengths: common window"
          f" {low:.1f} to {high:.1f} nm, width {high - low:.1f} nm")

print("PASS")
```

It prints:

```
Wavelength 193 nm, NA 0.75, Z9 3.86 nm = 0.020 wavelengths
Smallest on-axis pitch 257.3 nm; third order enters at 772.0 nm
Pitch nm | rho | D | best focus nm: image, formula, low-NA
280 | 0.9190 | 0.2755 | -11.03, -11.03, -12.79
320 | 0.8042 | 0.2024 | -26.15, -26.15, -29.09
400 | 0.6433 | 0.1241 | -45.27, -45.27, -48.27
520 | 0.4949 | 0.0714 | -59.96, -59.96, -62.18
700 | 0.3676 | 0.0388 | -69.84, -69.84, -71.22
Best-focus spread over these pitches: 58.81 nm
400 nm pitch, best focus by contrast: -45.3 nm
True offset -20 nm: best focus from -20.00 to -20.00 nm
Z4 of 3.86 nm: best focus from 23.67 to 26.92 nm
Ring error: height 3.0 nm, radius 0.6433, width parameter 0.03
  pitch 280 nm: best focus 0.00 nm from zero
  pitch 320 nm: best focus 0.00 nm from zero
  pitch 400 nm: best focus 24.17 nm from zero
  pitch 520 nm: best focus 0.00 nm from zero
  pitch 700 nm: best focus 0.00 nm from zero
Alternating mask, 200 nm defocus plus Z9: relative image change below 1e-10 is True
Dipole at radius 0.5: pitch nm | r1 | focus nm: image, formula, low-NA
  280 | 0.4190 | -44.38, -44.38, -47.30
  320 | 0.3042 | -51.45, -51.45, -54.14
  400 | 0.1433 | -57.70, -57.70, -60.07
1000 nm pitch: order radii 0.2573, 0.7720; separate focuses -76.17, -30.20 nm
  weight of third order 0.9897; focus: image -30.67, formula -30.67 nm
280 nm pitch NILS: own focus 8.000, focus of 700 nm pitch 6.913
  focus error -58.81 nm, NILS loss 13.6 %
Window half-widths, nm: 50.3, 68.5, 111.6, 194.0, 357.4
Z9 0.000 wavelengths: common window -50.3 to 50.3 nm, width 100.6 nm
Z9 0.020 wavelengths: common window -61.3 to 39.3 nm, width 100.6 nm
Z9 0.050 wavelengths: common window -77.9 to -1.5 nm, width 76.3 nm
PASS
```
